# Signs of World-Line Weights on a Hubbard Ring

**Setting.** Electrons move on a ring of $L\ge 3$ sites, numbered $0,1,\dots,L-1$. Bond $b$ joins site $b$ to site $b+1$, and the boundary bond $b=L-1$ joins site $L-1$ to site $0$. The Hamiltonian is

$$H=\sum_{b=0}^{L-1}\sum_{s} h_{b,s}+UD,\qquad h_{b,s}=-t\,\sigma_{b,s}\left(c^\dagger_{b+1,s}c_{b,s}+c^\dagger_{b,s}c_{b+1,s}\right),$$

with $s=\uparrow,\downarrow$, $t>0$, real $U$ of either sign, and $D=\sum_i n_{i\uparrow}n_{i\downarrow}$. The factor $\sigma_{b,s}$ is $1$ on interior bonds. On the boundary bond it is $\sigma_s=+1$ (periodic) or $\sigma_s=-1$ (antiperiodic). The particle numbers $N_\uparrow$ and $N_\downarrow$ are fixed.

The basis states have all up operators to the left of all down operators, each group in ascending site order:

$$|x;y\rangle=c^\dagger_{x_1\uparrow}\cdots c^\dagger_{x_{N_\uparrow}\uparrow}\,c^\dagger_{y_1\downarrow}\cdots c^\dagger_{y_{N_\downarrow}\downarrow}|0\rangle .$$

The inverse temperature $\beta$ is cut into $M$ slices of length $\Delta\tau=\beta/M$, and the partition function is approximated by

$$Z_M=\mathrm{Tr}\left[e^{-\Delta\tau UD}\prod_b e^{-\Delta\tau h_b}\right]^M,\qquad h_b=h_{b,\uparrow}+h_{b,\downarrow}.$$

Inserting a complete set of basis states between all factors turns $Z_M$ into a sum over closed histories of occupations, the world-line configurations. The weight $w$ of a configuration is the product of its matrix elements. Monte Carlo sampling can use $w$ as a probability if no weight is negative.

## Part (a): the elementary factors

**Question.** Find the matrix elements of the interaction factor and of one bond factor, leaving the fermion sign of a hop open. Show that the two spins contribute separate factors.

**Answer.** The operator $D$ is diagonal in the basis, so the interaction factor is $e^{-\Delta\tau U d}>0$, where $d$ is the number of doubly occupied sites. This holds for either sign of $U$.

Consider one spin on one bond. If both sites are empty, $h_{b,s}$ has nothing to move. If both are full, the target site is blocked. In both cases $h_{b,s}$ gives zero and the exponential has the element 1. We draw the two lines on a full bond as going straight up, so lines never exchange places within a bond.

If one site is occupied, $h_{b,s}$ connects two basis states, $A$ and $B$, which differ by the hop. Let $\varepsilon=\pm1$ be the matrix element of the hop operator between them. In this two-state space

$$h_{b,s}=-t\sigma_{b,s}\varepsilon X,\qquad X=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad X^2=1 .$$

The even powers in the exponential series give the unit matrix and the odd powers give $\sigma_{b,s}\varepsilon X$, because $(\sigma_{b,s}\varepsilon)^2=1$. Hence

$$e^{-\Delta\tau h_{b,s}}=\cosh(\Delta\tau t)+\sigma_{b,s}\,\varepsilon\,X\sinh(\Delta\tau t).$$

Staying costs a positive factor $\cosh(\Delta\tau t)$. Hopping costs $\sigma_{b,s}\varepsilon\sinh(\Delta\tau t)$, whose sign is that of $\sigma_{b,s}\varepsilon$ since $t>0$.

For two spins, $h_{b,\uparrow}$ and $h_{b,\downarrow}$ commute, so the exponential is a product of one exponential per spin. An up hop acts directly on the up operators, which stand on the left. A down hop must first pass $N_\uparrow$ up operators. It contains two fermion operators, so the passage gives $(-1)^{2N_\uparrow}=1$. The sign of a configuration is therefore a product of one sign per spin, although $U$ couples the magnitudes.

## Part (b): the sign of one hop

**Question.** Determine $\sigma_{b,s}\varepsilon$ for an interior hop and for a hop across the boundary bond.

**Answer.** We drop the spin index. For different sites $i$ and $j$ the anticommutation rules give

$$[c^\dagger_j c_i,\,c^\dagger_x]=c^\dagger_j\,\delta_{ix}.$$

The hop operator thus moves through the string of creation operators without a sign until it meets $c^\dagger_i$, which it replaces by $c^\dagger_j$ in the same place.

On an interior bond, $c^\dagger_b$ becomes $c^\dagger_{b+1}$. No other particle lies between the two sites, so the string is still in ascending order. Thus $\varepsilon=+1$, and since $\sigma_b=1$ the hop is positive.

On the boundary bond, the last operator $c^\dagger_{L-1}$ becomes $c^\dagger_0$. To restore ascending order it must move to the front, past the other $N-1$ operators, which gives $\varepsilon=(-1)^{N-1}$. The reverse hop has the same element, because the matrix is real and symmetric. Every boundary crossing, in either direction, therefore carries the sign

$$\eta=\sigma(-1)^{N-1}.$$

## Part (c): closed configurations and winding permutations

**Question.** Follow the particles of one spin as labelled lines from imaginary time $0$ to $\beta$. Which permutations can occur? Express the sign of the configuration through its winding number.

**Answer.** Unroll the ring onto the integers, so that a particle leaving site $L-1$ forward arrives at $L$ instead of $0$. The starting positions are $x_1<\dots<x_N$, and their periodic images are defined by $x_{k+N}=x_k+L$. Let $X_k$ be the final unrolled position of line $k$.

A particle hops to a neighbouring site only if that site is empty, so no line overtakes another or its images. The order is kept:

$$X_1<X_2<\dots<X_N<X_1+L .$$

The configuration is closed, so the final positions with their images fill the same set of integers as the initial ones. An order-preserving map of this set onto itself can only shift the index:

$$X_k=x_{k+W}\quad\text{with one integer } W \text{ for all } k .$$

The permutation is thus a cyclic shift by $W$ places.

To see what $W$ measures, raise it by one. The sum $\sum_{k=1}^N x_{k+W}$ then loses $x_{W+1}$ and gains $x_{W+1+N}=x_{W+1}+L$, so it grows by $L$. Starting from $W=0$, the total displacement is

$$\sum_{k=1}^N (X_k-x_k)=LW .$$

If line $k$ crosses the boundary bond a net $m_k$ times, then $X_k$ equals its final site number plus $Lm_k$. The final site numbers are the initial ones in another order, so their sum cancels and $\sum_k m_k=W$. Hence $W$ is also the net number of boundary crossings.

By part (b), each hop replaces an operator in place. After all hops the string stands in label order, with no fermion sign so far. Sorting it gives the sign of the permutation. A cyclic shift by one place moves one operator past $N-1$ others, so a shift by $W$ places gives $(-1)^{W(N-1)}$.

The boundary factors give $\sigma^{n_++n_-}$, with $n_\pm$ the numbers of forward and backward crossings. Since $n_++n_-=W+2n_-$, this equals $\sigma^W$. The sign for one spin is

$$\sigma^W(-1)^{W(N-1)}=\eta^W .$$

**A small case.** Put two equal-spin particles on sites 0 and 1 of a ring with $L=4$. Writing the positions in label order, four forward hops give

$$(0,1)\to(0,2)\to(1,2)\to(1,3)\to(1,0).$$

The total displacement is $4=L$, so $W=1$, and the particles have exchanged places. The first three hops are positive. The last one crosses the boundary and has the sign $-1$ for periodic and $+1$ for antiperiodic boundaries. The exchange happens around the ring, without any two lines crossing.

## Part (d): conditions for positive weights

**Question.** Combine the spins and state when all nonzero weights are positive. What happens for other parities, for empty or full spin species, and for $t<0$?

**Answer.** The diagonal factors are positive, so the full sign is

$$\operatorname{sgn} w=\prod_{s}\left[\sigma_s(-1)^{N_s-1}\right]^{W_s}.$$

It is $+1$ whatever the windings are if both brackets equal $+1$. With the same boundary condition for both spins, this happens in two cases:

- periodic boundaries, $\sigma_s=+1$, with $N_\uparrow$ and $N_\downarrow$ both odd, so that $N_s-1$ is even;
- antiperiodic boundaries, $\sigma_s=-1$, with $N_\uparrow$ and $N_\downarrow$ both even, so that $(-1)^{N_s-1}=-1$ cancels $\sigma_s$.

The result holds for every $\Delta\tau$, since the signs of the factors do not depend on it.

An empty species has no lines and a full one cannot hop. Both have $W_s=0$ and are harmless with either boundary.

For $0<N_s<L$ and a bracket equal to $-1$, negative weights exist for every $M\ge L$. This condition is sufficient but not necessary, because one slice can hold hops on several bonds. A simple example uses one hop per slice. Start with the particles on sites $0,\dots,N_s-1$. Move the front particle one site forward, then let the others follow by one site each, from front to back. Site 0 is now empty, and the front particle can go on around the ring to reach it. This takes $L$ hops, one per slice, and has $W_s=1$. With the other spin at rest, the weight is negative. Two wrong parities therefore do not cure each other, because the spins can wind separately.

If one number is odd and the other even, a common boundary condition fails for one spin, unless that species is full or empty. Choosing $\sigma_s$ separately for each spin restores positivity, but this is a different Hamiltonian. A grand-canonical sum contains both parities and is not covered by the result.

For $t<0$ every hop brings an extra $-1$. The number of hops of spin $s$ has the same parity as the total displacement $LW_s$, so the extra factor is $(-1)^{LW_s}$. It is harmless for even $L$ and reverses the parity rule for odd $L$.

## Part (e): the price of the wrong boundary

**Question.** Take $L=4$, $N_\uparrow=N_\downarrow=2$, $U=4t$ and periodic boundaries. Express the average sign $\langle\mathrm{sgn}\rangle=\sum w/\sum|w|$ through partition functions. Evaluate it at $\beta=2/t$ and discuss high and low temperatures.

**Answer.** Here both brackets are $-1$, and $\operatorname{sgn}w=(-1)^{W}$ with $W=W_\uparrow+W_\downarrow$. Changing to antiperiodic boundaries leaves every magnitude unchanged, since the factors $e^{-\Delta\tau Ud}$, $\cosh(\Delta\tau t)$ and $\sinh(\Delta\tau t)$ do not contain $\sigma_s$. By part (d) it makes every weight positive. The antiperiodic sum is therefore $\sum|w|$, and

$$\langle\mathrm{sgn}\rangle=\frac{Z_{\rm per}}{Z_{\rm anti}} .$$

This holds for each $M$ and in the limit $\Delta\tau\to0$. Diagonalizing $H$ in that limit gives

$$\langle\mathrm{sgn}\rangle=\frac{124.48}{270.34}=0.4605 .$$

With 40 slices and the bond factors in the order $b=0,1,2,3$, the value is $0.4602$, about $0.05\%$ below the limit relative to the limit itself.

If $p_{\rm odd}$ is the share of $\sum|w|$ with odd $W$, then $\langle\mathrm{sgn}\rangle=(1-p_{\rm odd})-p_{\rm odd}=1-2p_{\rm odd}$. Thus

$$p_{\rm odd}=\frac{1-0.4605}{2}=0.270 .$$

The winding-resolved shares agree. The sector $W=0$ holds $0.704$ of the absolute weight, and $W=+1$ and $W=-1$ hold $0.1345$ each. Together the last two give $0.269$, and higher odd windings supply the small remainder.

**High temperature.** Winding needs at least $L=4$ hops. For one spin with $N=2$ there are 32 closed four-hop sequences with $W=\pm1$. The other spin rests in one of $\binom42=6$ arrangements, and either spin may be the one that winds. In continuous time each sequence has the leading weight $(\beta t)^4/4!$, while $Z\to6^2=36$. Therefore

$$p_{\rm odd}\simeq\frac{2\cdot6\cdot32}{36}\,\frac{(\beta t)^4}{24}=\frac49(\beta t)^4,\qquad \langle\mathrm{sgn}\rangle\simeq1-\frac89(\beta t)^4 .$$

This leading term requires $\beta t\ll1$ and $\beta |U|\ll1$. At $\beta t=1$ it would give $0.11$, whereas the computed sign is $0.824$, so that temperature is already outside its range.

**Low temperature.** Each partition function approaches its ground-state term, so that, up to a constant ratio of degeneracies,

$$\langle\mathrm{sgn}\rangle\propto e^{-\beta\Delta E},\qquad \Delta E=E_{\rm per}-E_{\rm anti}=(-2.1027+2.7206)\,t=0.618\,t .$$

The difference cannot be negative, because $|\sum w|\le\sum|w|$ at every $\beta$. The limit $U=0$ shows its origin in the orbital energies $-2t\cos k$. With periodic boundaries, two particles of one spin fill $k=0$ and one of $k=\pm\pi/2$, with energy $-2t$. With antiperiodic boundaries they fill $k=\pm\pi/4$, with energy $-2\sqrt2\,t$. For both spins, $\Delta E=(4\sqrt2-4)t\approx1.66\,t$. At $U=4t$ the difference is smaller but still positive.

The computed sign falls from $0.1117$ at $\beta=4/t$ to $0.0078$ at $\beta=8/t$. The mean decay rate over this interval is

$$\frac{\ln(0.1117/0.007805)}{4}\,t=0.665\,t ,$$

about 8% above $\Delta E$. The local rate is $-d\ln\langle\mathrm{sgn}\rangle/d\beta=\langle H\rangle_{\rm per}-\langle H\rangle_{\rm anti}$, a difference of thermal energies, and excited states still contribute here. Between $\beta=60/t$ and $80/t$ the rate is $0.618\,t$, as the ground-state energies require.

For sampling, the sign is a variable with values $\pm1$ and variance $1-\langle\mathrm{sgn}\rangle^2$. With $n$ independent samples, the statistical error of its mean, relative to that mean, is

$$\frac{1}{\langle\mathrm{sgn}\rangle}\sqrt{\frac{1-\langle\mathrm{sgn}\rangle^2}{n}} .$$

At $\beta=8/t$, a relative error of 1% needs $n\approx10^4/(0.0078)^2\approx1.6\times10^8$ samples. With antiperiodic boundaries the sign is $1$ for every sample. That simulation describes a different finite ring, however, as the two ground-state energies show.

## Numbers as computed

```
Ring: L = 4 sites, t = 1 (energy unit), U = 4 t
beta = 2 / t, M = 40 slices, dtau = 0.05 / t
cosh(dtau t) = 1.001250, sinh(dtau t) = 0.050021 (no unit)
Exchange of two equal-spin particles, sites by label:
  (0, 1) -> (0, 2): sign periodic +1, antiperiodic +1
  (0, 2) -> (1, 2): sign periodic +1, antiperiodic +1
  (1, 2) -> (1, 3): sign periodic +1, antiperiodic +1
  (1, 3) -> (1, 0): sign periodic -1, antiperiodic +1
  product: periodic -1, antiperiodic +1
Closed 4-hop sequences on 4 sites, one spin (counts):
  N=1: W=0: 24, W=+1 or -1: 8, wound sign periodic +1, antiperiodic -1
  N=2: W=0: 96, W=+1 or -1: 32, wound sign periodic -1, antiperiodic +1
  N=3: W=0: 24, W=+1 or -1: 8, wound sign periodic +1, antiperiodic -1
Average sign at M slices (no unit), both spins same boundary:
  N_up=1, N_dn=1: periodic 1.000000, antiperiodic 0.495098
  N_up=2, N_dn=2: periodic 0.460212, antiperiodic 1.000000
  N_up=3, N_dn=3: periodic 1.000000, antiperiodic 0.495098
  N_up=1, N_dn=2: periodic 0.499845, antiperiodic 0.723735
  N_up=1 periodic, N_dn=2 antiperiodic: 1.000000
Two up, two down, continuous time:
  Z periodic = 124.4815, Z antiperiodic = 270.3402 (no unit)
  periodic average sign, exact = 0.460462 (no unit)
  same with 40 slices = 0.460212, 80 slices = 0.460399
  time-step error ratio on halving dtau = 3.956
  share of absolute weight at total W = +0: 7.044e-01
  share of absolute weight at total W = +1: 1.345e-01
  share of absolute weight at total W = +2: 1.289e-02
  share of absolute weight at total W = +3: 3.403e-04
  share of odd total W = 0.269769 (no unit)
  E0 periodic = -2.102748 t, antiperiodic = -2.720566 t
  energy difference = 0.617818 t
  decay rate of sign from beta t = 60 to 80: 0.617818 t
  periodic average sign at beta = 1 / t: 0.823867
  periodic average sign at beta = 2 / t: 0.460462
  periodic average sign at beta = 4 / t: 0.111690
  periodic average sign at beta = 8 / t: 0.007805
```
